# Coulomb and Feynman photon propagators between conserved currents: verification in Python

```python
"""Coulomb-gauge and Feynman photon propagators between conserved currents.

Result under test, metric (+,-,-,-), hbar = c = 1, k = (w, kvec), K = |kvec|:
  D_C - D_F = (k kt + kt k) / (2 K^2 k^2),  kt = (w, -kvec),
where D_F = -g/k^2, D_C^00 = 1/K^2, D_C^ij = (delta_ij - k_i k_j/K^2)/k^2.
The difference vanishes between two conserved currents.  The amplitude is
M = -e^2 J_a.D.J_b, with number currents J = ubar gamma u and e^2 = 4 pi alpha.
Momenta and masses are in units of the electron mass m_e.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson

g = np.diag([1.0, -1.0, -1.0, -1.0])


def dot(a, b):
    return a @ g @ b


def feynman(k):
    return -g / dot(k, k)


def coulomb(k):
    K2 = k[1:] @ k[1:]
    D = np.zeros((4, 4))
    D[0, 0] = 1 / K2
    D[1:, 1:] = (np.eye(3) - np.outer(k[1:], k[1:]) / K2) / dot(k, k)
    return D


# ---- symbolic difference of the two propagators
w, x, y, z = sp.symbols("w x y z", real=True)
ks, kts = sp.Matrix([w, x, y, z]), sp.Matrix([w, -x, -y, -z])
K2s = x**2 + y**2 + z**2
k2s = w**2 - K2s
DFs = -sp.diag(1, -1, -1, -1) / k2s
DCs = sp.zeros(4, 4)
DCs[0, 0] = 1 / K2s
kv = sp.Matrix([x, y, z])
DCs[1:, 1:] = (sp.eye(3) - kv * kv.T / K2s) / k2s
claimed = (ks * kts.T + kts * ks.T) / (2 * K2s * k2s)
assert (DCs - DFs - claimed).applyfunc(sp.simplify) == sp.zeros(4, 4)

# ---- time transform of the mode function, and transform of 1/(4 pi r)
K_test, w_test, damping = 1.0, 0.6, 0.05
grid = np.linspace(0, 800, 160001)
a = K_test - 1j * damping
time_ft = simpson(2 * np.cos(w_test * grid) * np.exp(-1j * a * grid) / (2 * a),
                  x=grid)
assert abs(time_ft - 1j / (w_test**2 - a**2)) < 1e-7
radial_ft = simpson(np.exp(-damping * grid) * np.sin(K_test * grid) / K_test,
                    x=grid)
assert abs(radial_ft - 1 / (K_test**2 + damping**2)) < 1e-7

# ---- the i*eps remainder vanishes linearly under an integral over w
freq = np.linspace(-8, 8, 800001)
remainder = []
for eps in (0.02, 0.002):
    f = np.exp(-freq**2) * 1j * eps / (freq**2 - K_test**2 + 1j * eps)
    remainder.append(abs(simpson(f, x=freq)))
assert 9 < remainder[0] / remainder[1] < 11

# ---- Dirac spinors (u^dagger u = 2E) and currents
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gamma0 = np.diag([1, 1, -1, -1]).astype(complex)
gammas = [gamma0] + [np.block([[np.zeros((2, 2)), s], [-s, np.zeros((2, 2))]])
                     for s in pauli]


def spinor(p, m, spin):
    chi = np.eye(2)[spin]
    root = np.sqrt(p[0] + m)
    return np.concatenate([root * chi,
                           np.einsum("i,iab,b->a", p[1:], pauli, chi) / root])


def current(p_out, p_in, m, s_out=0, s_in=0):
    ubar = spinor(p_out, m, s_out).conj() @ gamma0
    u = spinor(p_in, m, s_in)
    return np.array([ubar @ G @ u for G in gammas])


# ---- kinematics: centre-of-mass (CM) frame and initial-muon rest frame
alpha = const.fine_structure
e2 = 4 * np.pi * alpha
MeV = const.physical_constants["electron mass energy equivalent in MeV"][0]
m, M = 1.0, const.physical_constants["muon-electron mass ratio"][0]
p_cm, theta = 200.0, np.pi / 2
direction = np.array([np.sin(theta), 0, np.cos(theta)])
Ee, Em = np.hypot(p_cm, m), np.hypot(p_cm, M)
cm = [np.array([Ee, 0, 0, p_cm]), np.r_[Ee, p_cm * direction],
      np.array([Em, 0, 0, -p_cm]), np.r_[Em, -p_cm * direction]]
beta, boost_gamma = p_cm / Em, Em / M
boost = np.eye(4)
boost[0, 0] = boost[3, 3] = boost_gamma
boost[0, 3] = boost[3, 0] = boost_gamma * beta
rest = [boost @ p for p in cm]
assert np.allclose(rest[2], [M, 0, 0, 0], atol=1e-9)


def amplitude(Ja, Jb, D):
    return -e2 * (g @ Ja) @ D @ (g @ Jb)


# ---- spin average from Coulomb-gauge amplitudes, against the trace formula
averages = []
for p, q, P, Q in (rest, cm):
    k = p - q
    total = 0
    for s in itertools.product((0, 1), repeat=4):
        Ja, Jb = current(q, p, m, s[0], s[1]), current(Q, P, M, s[2], s[3])
        for J in (Ja, Jb):
            assert abs(dot(k, J)) < 1e-9 * np.linalg.norm(k) * 2 * Em
        MC, MF = amplitude(Ja, Jb, coulomb(k)), amplitude(Ja, Jb, feynman(k))
        assert abs(MC - MF) < 1e-10
        total += abs(MC)**2
    averages.append(total / 4)
p, q, P, Q = cm
t = dot(p - q, p - q)
trace = 8 * e2**2 / t**2 * (dot(p, P) * dot(q, Q) + dot(p, Q) * dot(q, P)
                            - M**2 * dot(p, q) - m**2 * dot(P, Q)
                            + 2 * m**2 * M**2)
assert np.allclose(averages, trace, rtol=1e-9)


def show(label, value, unit):
    value = 0.0 if abs(value) < 1e-9 else value
    print(f"{label}: {value:.7g} {unit}")


def show_current(label, J):
    assert max(abs(J[[0, 1, 3]].imag)) < 1e-9 and abs(J[2].real) < 1e-9
    v = [0.0 if abs(c) < 1e-9 else c
         for c in (J[0].real, J[1].real, J[2].imag, J[3].real)]
    print(f"{label} (t, x, y/i, z): " + ", ".join(f"{c:.6g}" for c in v)
          + " m_e")


show("fine-structure constant", alpha, "(dimensionless)")
show("e^2 = 4 pi alpha", e2, "(dimensionless)")
show("muon mass", M, "m_e")
show("CM momentum", p_cm, "m_e")
show("CM momentum, converted", p_cm * MeV, "MeV")
show("CM scattering angle", np.degrees(theta), "degrees")
show("boost speed between frames", beta, "c")
show("k^2 (invariant)", t, "m_e^2")
show("muon-rest frame: incoming electron energy", rest[0][0], "m_e")
show("muon-rest frame: outgoing electron energy", rest[1][0], "m_e")

# ---- one spin configuration, same currents seen from both frames
Ja_rest = current(rest[1], rest[0], m)
Jb_rest = current(rest[3], rest[2], M)
back = np.linalg.inv(boost)
views = [("muon-rest", rest[0] - rest[1], Ja_rest, Jb_rest),
         ("CM", cm[0] - cm[1], back @ Ja_rest, back @ Jb_rest)]
totals = []
for name, k, Ja, Jb in views:
    K2, k2 = k[1:] @ k[1:], dot(k, k)
    # transverse exchange from an explicit polarization sum
    e1 = np.cross(k[1:], [0.3, 1.0, -0.2])
    e1 /= np.linalg.norm(e1)
    e2vec = np.cross(k[1:], e1) / np.sqrt(K2)
    transverse = -e2 * sum((v @ Ja[1:]) * (v @ Jb[1:]) for v in (e1, e2vec)) / k2
    instant = -e2 * Ja[0] * Jb[0] / K2
    time_part = e2 * Ja[0] * Jb[0] / k2
    space_part = -e2 * (Ja[1:] @ Jb[1:]) / k2
    MC, MF = amplitude(Ja, Jb, coulomb(k)), amplitude(Ja, Jb, feynman(k))
    assert abs(instant + transverse - MC) < 1e-10
    assert abs(time_part + space_part - MF) < 1e-10
    assert abs(MC - MF) < 1e-10 and abs(MC.imag) < 1e-10
    shift = e2 * Ja[0] * Jb[0] * (1 / K2 + 1 / k2)
    assert abs(transverse - space_part - shift) < 1e-10
    if name == "CM":
        assert abs(k[0]) < 1e-9 and abs(instant - time_part) < 1e-10
    else:
        assert abs(instant - time_part) > 1e-3
    # potentials: solve Maxwell's equations with the Coulomb condition
    system = np.vstack([-k2 * np.eye(4) + np.outer(k, g @ k), np.r_[0, k[1:]]])
    A = np.linalg.lstsq(system.astype(complex), np.r_[Ja, 0], rcond=None)[0]
    AC, AF = coulomb(k) @ g @ Ja, feynman(k) @ g @ Ja
    size = np.linalg.norm(AC)
    assert np.linalg.norm(A - AC) < 1e-8 * size
    assert np.linalg.norm(AC - AF - k * k[0] * Ja[0] / (K2 * k2)) < 1e-9 * size
    totals.append(MC)
    show(f"{name} frame: energy transfer w", k[0], "m_e")
    show(f"{name} frame: momentum transfer K", np.sqrt(K2), "m_e")
    show(f"{name} frame: x component of k", k[1], "m_e")
    show(f"{name} frame: z component of k", k[3], "m_e")
    show_current(f"{name} frame: electron current", Ja)
    show_current(f"{name} frame: muon current", Jb)
    for label, value in (("instantaneous part", instant),
                         ("transverse part", transverse),
                         ("Coulomb-gauge total", MC),
                         ("Feynman time part", time_part),
                         ("Feynman space part", space_part),
                         ("Feynman-gauge total", MF)):
        show(f"{name} frame: {label} of M", value.real, "(dimensionless)")
assert abs(totals[0] - totals[1]) < 1e-10

# ---- deliberately break conservation of the electron current only
excess = 0.01
gaps = []
for name, k, Ja, Jb in views:
    bad = Ja.copy()
    bad[0] *= 1 + excess
    K2, k2 = k[1:] @ k[1:], dot(k, k)
    MC, MF = amplitude(bad, Jb, coulomb(k)), amplitude(bad, Jb, feynman(k))
    predicted = -e2 * dot(k, bad) * k[0] * Jb[0] / (K2 * k2)
    assert abs(MC - MF - predicted) < 1e-10
    gaps.append((MC - MF).real)
    if name == "muon-rest":
        show("broken current: relative density excess", excess, "(dimensionless)")
        show("broken current, muon-rest: Coulomb M", MC.real, "(dimensionless)")
        show("broken current, muon-rest: Feynman M", MF.real, "(dimensionless)")
    show(f"broken current, {name}: M_C - M_F", gaps[-1], "(dimensionless)")
assert abs(gaps[0]) > 1e-5 and abs(gaps[1]) < 1e-10

show("spin-averaged |M|^2, Coulomb gauge, muon-rest", averages[0],
     "(dimensionless)")
show("spin-averaged |M|^2, Coulomb gauge, CM", averages[1], "(dimensionless)")
show("spin-averaged |M|^2, trace formula", trace, "(dimensionless)")
print("OK")
```

It prints:

```
fine-structure constant: 0.007297353 (dimensionless)
e^2 = 4 pi alpha: 0.09170124 (dimensionless)
muon mass: 206.7683 m_e
CM momentum: 200 m_e
CM momentum, converted: 102.1998 MeV
CM scattering angle: 90 degrees
boost speed between frames: 0.6952449 c
k^2 (invariant): -80000 m_e^2
muon-rest frame: incoming electron energy: 471.7087 m_e
muon-rest frame: outgoing electron energy: 278.2555 m_e
muon-rest frame: energy transfer w: 193.4533 m_e
muon-rest frame: momentum transfer K: 342.6721 m_e
muon-rest frame: x component of k: -200 m_e
muon-rest frame: z component of k: 278.252 m_e
muon-rest frame: electron current (t, x, y/i, z): 614.491, 260.211, 260.211, 614.254 m_e
muon-rest frame: muon current (t, x, y/i, z): 501.011, -165.081, -165.081, 229.67 m_e
muon-rest frame: instantaneous part of M: -0.2404256 (dimensionless)
muon-rest frame: transverse part of M: 0.0492388 (dimensionless)
muon-rest frame: Coulomb-gauge total of M: -0.1911868 (dimensionless)
muon-rest frame: Feynman time part of M: -0.3528971 (dimensionless)
muon-rest frame: Feynman space part of M: 0.1617104 (dimensionless)
muon-rest frame: Feynman-gauge total of M: -0.1911868 (dimensionless)
CM frame: energy transfer w: 0 m_e
CM frame: momentum transfer K: 282.8427 m_e
CM frame: x component of k: -200 m_e
CM frame: z component of k: 200 m_e
CM frame: electron current (t, x, y/i, z): 260.769, 260.211, 260.211, 260.211 m_e
CM frame: muon current (t, x, y/i, z): 474.885, -165.081, -165.081, -165.081 m_e
CM frame: instantaneous part of M: -0.141948 (dimensionless)
CM frame: transverse part of M: -0.0492388 (dimensionless)
CM frame: Coulomb-gauge total of M: -0.1911868 (dimensionless)
CM frame: Feynman time part of M: -0.141948 (dimensionless)
CM frame: Feynman space part of M: -0.0492388 (dimensionless)
CM frame: Feynman-gauge total of M: -0.1911868 (dimensionless)
broken current: relative density excess: 0.01 (dimensionless)
broken current, muon-rest: Coulomb M: -0.193591 (dimensionless)
broken current, muon-rest: Feynman M: -0.1947157 (dimensionless)
broken current, muon-rest: M_C - M_F: 0.001124716 (dimensionless)
broken current, CM: M_C - M_F: 0 (dimensionless)
spin-averaged |M|^2, Coulomb gauge, muon-rest: 0.1168132 (dimensionless)
spin-averaged |M|^2, Coulomb gauge, CM: 0.1168132 (dimensionless)
spin-averaged |M|^2, trace formula: 0.1168132 (dimensionless)
OK
```
